# Comment on a Gamma-point argument for zero conductance in a periodic contact: verification in Python

```python
"""
Result under test: a perfect simple-cubic s-band crystal at band centre has
zero transmission at transverse Gamma of the primitive cell, but a finite
zone-averaged transmission per cell
    f = 1 - (2/pi^2) * integral_0^(pi/2) arccos(1 - cos x) dx,
and conductance per area (2 e^2/h) f / a^2.
Symbols: a lattice constant, t hopping strength (hopping is -t), E energy from
band centre, U site shift on one plane, eta small imaginary part of the energy,
N transverse supercell edge in lattice constants. Current flows along z.
Energies are in eV. Transmission is per spin; the conductance includes spin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipkm1, expit

a_nm = 0.23
t = 1.0
temperature = 300.0
barrier = 1.0
bias = 0.1
rough_resistivity = 2.0e-6  # ohm cm, rough room-temperature copper value
eta = 1.0e-4
kT = const.k * temperature / const.e
G0 = 2 * const.e**2 / const.h
a_cm = a_nm * 1e-7


def transmission(layer_h, energy, site_shift=0.0):
    """Green-function transmission; layer_h has shape (..., n, n)."""
    identity = np.eye(layer_h.shape[-1])
    z = (energy + 1j * eta) * identity
    bulk = layer_h.astype(complex)
    surface = bulk.copy()
    forward = np.zeros_like(bulk) - t * identity
    backward = forward.copy()
    for _ in range(60):
        g = np.linalg.inv(z - bulk)
        fb = forward @ g @ backward
        bf = backward @ g @ forward
        surface = surface + fb
        bulk = bulk + fb + bf
        forward = forward @ g @ forward
        backward = backward @ g @ backward
        if max(np.abs(forward).max(), np.abs(backward).max()) < 1e-13:
            break
    else:
        raise RuntimeError("lead decimation did not converge")
    sigma = t**2 * np.linalg.inv(z - surface)
    gamma = 1j * (sigma - np.conj(np.swapaxes(sigma, -1, -2)))
    G = np.linalg.inv(z - layer_h - site_shift * identity - 2 * sigma)
    G_dagger = np.conj(np.swapaxes(G, -1, -2))
    return np.trace(gamma @ G @ gamma @ G_dagger, axis1=-2, axis2=-1).real


def supercell_layer(N):
    """Real-space N x N periodic layer at supercell Gamma."""
    h = np.zeros((N * N, N * N))
    for i in range(N):
        for j in range(N):
            here = i * N + j
            for there in (((i + 1) % N) * N + j, i * N + (j + 1) % N):
                h[here, there] -= t
                h[there, here] -= t
    return h


def gamma_mesh_fraction(N):
    """Open fraction on an N x N Gamma-centred primitive-zone mesh."""
    c = np.cos(2 * np.pi * np.arange(N) / N)
    return np.mean(np.abs(c[:, None] + c[None, :]) < 1 - 1e-12)


def square_dos(e):
    return ellipkm1((e / (4 * t))**2) / (2 * np.pi**2 * t)


def open_fraction(energy):
    low, high = max(energy - 2*t, -4*t), min(energy + 2*t, 4*t)
    if low >= high:
        return 0.0
    if low < 0 < high:
        return quad(square_dos, low, 0)[0] + quad(square_dos, 0, high)[0]
    return quad(square_dos, low, high)[0]


# Closed integral against the density-of-states road and direct counts.
excluded = quad(lambda x: np.arccos(1 - np.cos(x)), 0, np.pi / 2)[0]
f = 1 - 2 * excluded / np.pi**2
f_dos = open_fraction(0.0)
assert abs(f - f_dos) < 1e-7
c = np.cos((np.arange(1500) + 0.5) * np.pi / 1500)
cos_sum = c[:, None] + c[None, :]
for energy in (0.0, 1.3 * t, -4 * t):
    counted = np.mean(np.abs(energy / (2 * t) + cos_sum) < 1)
    assert abs(counted - open_fraction(energy)) < 1e-3

# Gamma transmission: closed at band centre, open lower in the band.
T_gamma = transmission(supercell_layer(1), 0.0)
T_gamma_low = transmission(supercell_layer(1), -4 * t)
assert abs(T_gamma) < 1e-6
assert abs(T_gamma_low - 1) < 1e-3  # deviation is of order eta/t

# Real-space supercells against folded primitive k points.
supercell_results = []
for N in (1, 2, 5, 7):
    per_cell = transmission(supercell_layer(N), 0.0) / N**2
    folded = gamma_mesh_fraction(N)
    assert abs(per_cell - folded) < 1e-3  # finite eta
    supercell_results.append((N, per_cell))
mesh_results = [(N, gamma_mesh_fraction(N)) for N in (10, 25, 50, 125, 250)]
assert abs(mesh_results[-1][1] - f) < 3e-3  # finite mesh

# Green functions over the zone, without and with a shifted plane.
c = np.cos((np.arange(120) + 0.5) * np.pi / 120)
cos_sum = (c[:, None] + c[None, :]).ravel()
layers = (-2 * t * cos_sum)[:, None, None]
T_clean = transmission(layers, 0.0)
T_barrier = transmission(layers, 0.0, barrier)
assert abs(T_clean.mean() - f) < 4e-3  # mesh boundary and finite eta
sin_squared = np.maximum(0, 1 - cos_sum**2)
barrier_formula = 4*t**2*sin_squared / (4*t**2*sin_squared + barrier**2)
assert np.mean(np.abs(T_barrier - barrier_formula)) < 1e-3
f_barrier = T_barrier.mean()
assert f_barrier < T_clean.mean()


# Evanescent decay at Gamma in a finite slab between broad-band leads.
def slab_transmission(n):
    h = -4*t*np.eye(n) - t*(np.eye(n, k=1) + np.eye(n, k=-1))
    inverse_G = -h.astype(complex)
    width = 1.0
    inverse_G[0, 0] += 0.5j * width
    inverse_G[-1, -1] += 0.5j * width
    return width**2 * abs(np.linalg.inv(inverse_G)[0, -1])**2


slab_ratio = slab_transmission(9) / slab_transmission(8)
decay_formula = (2 - np.sqrt(3))**2
assert abs(slab_ratio / decay_formula - 1) < 1e-6
kappa = np.arccosh(2) / a_nm

# Band centre is half filling: one electron per cell including spin.
rng = np.random.default_rng(12)
sample = np.cos(rng.uniform(-np.pi, np.pi, (500000, 3))).sum(axis=1)
filling = 2 * np.mean(-2 * t * sample < 0)
assert abs(filling - 1) < 0.006  # about four sampling standard errors

# Sizes of effects left out of the ideal zero-temperature model.
x = np.linspace(-25, 25, 201)
weights = expit(x) * expit(-x)
f_values = np.array([open_fraction(kT * y) for y in x])
f_thermal = np.sum(weights * f_values) / np.sum(weights)
f_bias = quad(open_fraction, -bias / 2, bias / 2)[0] / bias
thermal_gamma = expit(-2 * t / kT) - expit(-6 * t / kT)
kF_a = (3 * np.pi**2)**(1 / 3)
f_free = kF_a**2 / (4 * np.pi)
q = (np.arange(1000) + 0.5) * np.pi / 1000
free_count = np.mean(q[:, None]**2 + q[None, :]**2 < kF_a**2)
assert kF_a < np.pi and abs(free_count - f_free) < 1e-3
conductance = G0 * f / a_cm**2
resistance = 1 / conductance
bulk_length_nm = resistance / rough_resistivity * 1e7

print(f"Lattice constant a: {a_nm:.2f} nm")
print(f"Hopping strength t: {t:.2f} eV")
print(f"Full band width 12t: {12*t:.1f} eV")
print(f"Electron density at half filling: {1/a_cm**3:.3e} cm^-3")
print(f"Sampled electrons per cell at E=0: {filling:.4f}")
print(f"Imaginary energy eta: {eta:.1e} eV")
print(f"Gamma transmission at E=0 (finite eta): {T_gamma:.2e}")
print(f"Excluded-area integral: {excluded:.6f}")
print(f"Zone average f, closed integral: {f:.6f}")
print(f"Zone average f, density of states: {f_dos:.6f}")
print(f"Zone average, Green functions 120x120: {T_clean.mean():.5f}")
for N, value in supercell_results:
    print(f"Supercell {N}x{N} Gamma, T per primitive cell: {value:.5f}")
for N, value in mesh_results:
    print(f"Gamma-centred mesh {N}x{N}, open fraction: {value:.5f}")
print(f"Shift of mesh 250 from closed integral: {mesh_results[-1][1]-f:.2e}")
print(f"Gamma transmission at E=-4t: {T_gamma_low:.5f}")
print(f"Zone average at E=-4t: {open_fraction(-4*t):.6f}")
print(f"Gamma decay constant kappa: {kappa:.3f} nm^-1")
print(f"Slab T ratio per added layer, computed: {slab_ratio:.6f}")
print(f"Slab T ratio per added layer, formula: {decay_formula:.6f}")
print(f"Conductance quantum 2e^2/h: {G0:.5e} S")
print(f"Ballistic conductance per area: {conductance:.4e} S/cm^2")
print(f"Ballistic specific resistance: {resistance:.4e} ohm cm^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Relative thermal change of f: {f_thermal/f-1:.2e}")
print(f"Thermally averaged Gamma transmission: {thermal_gamma:.2e}")
print(f"Bias window: {bias:.2f} V")
print(f"Relative bias-window change of f: {f_bias/f-1:.2e}")
print(f"Free-electron kF times a: {kF_a:.4f}")
print(f"Free-electron modes per cell area: {f_free:.5f}")
print(f"Free-electron relative difference: {100*(f_free/f-1):.1f} %")
print(f"Shift U on one plane: {barrier:.2f} eV")
print(f"Zone average with shifted plane: {f_barrier:.5f}")
print(f"Change from shifted plane: {100*(f_barrier/T_clean.mean()-1):.1f} %")
print(f"Rough bulk resistivity: {rough_resistivity*1e6:.0f} microohm cm")
print(f"Length with equal bulk resistance: {bulk_length_nm:.0f} nm")
print(f"Bulk resistance of 1 nm / ballistic: {100/bulk_length_nm:.1f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice constant a: 0.23 nm
Hopping strength t: 1.00 eV
Full band width 12t: 12.0 eV
Electron density at half filling: 8.219e+22 cm^-3
Sampled electrons per cell at E=0: 1.0003
Imaginary energy eta: 1.0e-04 eV
Gamma transmission at E=0 (finite eta): 1.99e-11
Excluded-area integral: 1.823721
Zone average f, closed integral: 0.630437
Zone average f, density of states: 0.630437
Zone average, Green functions 120x120: 0.63045
Supercell 1x1 Gamma, T per primitive cell: 0.00000
Supercell 2x2 Gamma, T per primitive cell: 0.49995
Supercell 5x5 Gamma, T per primitive cell: 0.63993
Supercell 7x7 Gamma, T per primitive cell: 0.57136
Gamma-centred mesh 10x10, open fraction: 0.58000
Gamma-centred mesh 25x25, open fraction: 0.62720
Gamma-centred mesh 50x50, open fraction: 0.63440
Gamma-centred mesh 125x125, open fraction: 0.63027
Gamma-centred mesh 250x250, open fraction: 0.62992
Shift of mesh 250 from closed integral: -5.17e-04
Gamma transmission at E=-4t: 0.99990
Zone average at E=-4t: 0.184782
Gamma decay constant kappa: 5.726 nm^-1
Slab T ratio per added layer, computed: 0.071797
Slab T ratio per added layer, formula: 0.071797
Conductance quantum 2e^2/h: 7.74809e-05 S
Ballistic conductance per area: 9.2338e+10 S/cm^2
Ballistic specific resistance: 1.0830e-11 ohm cm^2
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Relative thermal change of f: -7.92e-05
Thermally averaged Gamma transmission: 2.52e-34
Bias window: 0.10 V
Relative bias-window change of f: -3.00e-05
Free-electron kF times a: 3.0937
Free-electron modes per cell area: 0.76162
Free-electron relative difference: 20.8 %
Shift U on one plane: 1.00 eV
Zone average with shifted plane: 0.44551
Change from shifted plane: -29.3 %
Rough bulk resistivity: 2 microohm cm
Length with equal bulk resistance: 54 nm
Bulk resistance of 1 nm / ballistic: 1.8 %
ALL CHECKS PASSED
```
